# Spin Seebeck Signal of an Easy-Axis Antiferromagnet: Two Opposing Magnon Currents

## Definitions and conventions

An insulating antiferromagnet has two sublattices of spin $S$. In the Néel state considered, A points along $+z$ and B along $-z$, where $z$ is the easy axis. The magnet touches a normal metal. Its magnons have temperature $T_m=T+\Delta T$ and the electrons have temperature $T_e=T$.

Spin is counted along the magnetic moment, so a field $B_0$ along $z$ contributes $-hS^z$ per site, with $h=g\mu_BB_0$. The magnet is described by

$$H=J\sum_{\langle ij\rangle}\mathbf S_i\cdot\mathbf S_j-K\sum_i(S_i^z)^2-h\sum_iS_i^z ,$$

where each nearest-neighbour pair is counted once and each site has $z_n$ neighbours. This Hamiltonian conserves total $S^z$.

The signal is the spin current $I_s$ entering the metal, positive when spin $+\hbar$ enters. For a field in the plane of the film, the inverse spin Hall effect turns it into a voltage proportional to $I_s$. The proportionality factor belongs to the metal and is not computed here.

The interface exchange is $j\eta_i\,\mathbf S_i\cdot\mathbf s_i$, with $\mathbf s_i$ the local electron spin and $\eta_i=\eta_A$ or $\eta_B$. A sublattice-symmetric interface has $\eta_A=\eta_B$.

## What symmetry settles

Rotate all spins by $\pi$ about $x$, then exchange the sublattices. The rotation turns A down and B up; the exchange restores A up and B down. Exchange energy and anisotropy are unchanged, while $h$ and the measured $z$-spin current change sign. The interface couplings trade places. Hence

$$I_s(h;\eta_A,\eta_B)=-I_s(-h;\eta_B,\eta_A).$$

For $\eta_A=\eta_B$ the current is odd in $h$, so it vanishes at $h=0$. The argument uses no spin-wave approximation. It does not show that the linear coefficient is nonzero, nor what sign it has. For that, the two magnon branches are needed.

## The two branches

For small deviations from the Néel state, write

- on A: $S^z=S-a^\dagger a$ and $S^+\simeq\sqrt{2S}\,a$;
- on B: $S^z=-S+b^\dagger b$ and $S^+\simeq\sqrt{2S}\,b^\dagger$.

To second order in the bosons, each bond gives

$$S_i^zS_j^z\to-S^2+S(a^\dagger a+b^\dagger b),\qquad \tfrac12(S_i^+S_j^-+S_i^-S_j^+)\to S(ab+a^\dagger b^\dagger).$$

The anisotropy gives $K(2S-1)$ per deviation, because $(a^\dagger a)^2=a^\dagger a+a^\dagger a^\dagger aa$ and the quartic part is dropped. The field gives $+h\,a^\dagger a-h\,b^\dagger b$.

Define $B=z_nJS$, $d=K(2S-1)$ and $A=B+d$. Let $\gamma_k$ be the average of $e^{i\mathbf k\cdot\boldsymbol\delta}$ over neighbour vectors, real here. With opposite Fourier phases for $a$ and $b$,

$$H_k=(A+h)a^\dagger a+(A-h)b^\dagger b+B\gamma_k(ab+a^\dagger b^\dagger).$$

Seek a mode $\alpha=ua+vb^\dagger$ with $[\alpha,H_k]=\varepsilon_\alpha\alpha$ and $u^2-v^2=1$. Since

$$[a,H_k]=(A+h)a+B\gamma_kb^\dagger,\qquad [b^\dagger,H_k]=-(A-h)b^\dagger-B\gamma_ka,$$

matching coefficients gives

$$u(A+h-\varepsilon_\alpha)=vB\gamma_k,\qquad uB\gamma_k=v(A-h+\varepsilon_\alpha).$$

Setting $\varepsilon_\alpha=\varepsilon_k+h$ removes $h$ from both equations. Their compatibility requires

$$(A-\varepsilon_k)(A+\varepsilon_k)=B^2\gamma_k^2,\qquad \varepsilon_k=\sqrt{A^2-B^2\gamma_k^2}.$$

Dividing one equation by the other gives $v^2/u^2=(A-\varepsilon_k)/(A+\varepsilon_k)$. With $u^2-v^2=1$ this becomes

$$u^2=\frac{A+\varepsilon_k}{2\varepsilon_k},\qquad v^2=\frac{A-\varepsilon_k}{2\varepsilon_k},\qquad u^2+v^2=\frac{A}{\varepsilon_k}.$$

Interchanging $a$ and $b$ and reversing $h$ gives the partner $\beta=ub+va^\dagger$, so

$$\varepsilon_\alpha=\varepsilon_k+h,\qquad \varepsilon_\beta=\varepsilon_k-h.$$

The operator $\alpha^\dagger$ contains $a^\dagger$ and $b$, both of which lower $S^z$ by one. An $\alpha$ magnon therefore carries spin $-\hbar$ and a $\beta$ magnon $+\hbar$. The field shifts the energies but leaves $u$ and $v$ unchanged.

## The interface weight of each branch

Inverting the transformation gives $a=u\alpha-v\beta^\dagger$ and $b=u\beta-v\alpha^\dagger$. The operators that lower the magnet's spin, and thus send $+\hbar$ into the metal, are

$$S_A^-=\sqrt{2S}(u\alpha^\dagger-v\beta),\qquad S_B^-=\sqrt{2S}(u\beta-v\alpha^\dagger).$$

Assume that different interface sites scatter electrons independently. Probabilities, rather than amplitudes, then add over sites. Reading off the squared coefficients of $\alpha$ and $\beta$,

$$W_\alpha=\eta_A^2u^2+\eta_B^2v^2,\qquad W_\beta=\eta_B^2u^2+\eta_A^2v^2,$$

$$W_\beta-W_\alpha=(\eta_B^2-\eta_A^2)(u^2-v^2)=\eta_B^2-\eta_A^2 .$$

Equal coupling gives equal weights for every wavevector. Otherwise the difference is independent of wavevector.

## The thermal current of one branch

When the metal absorbs a magnon of energy $\varepsilon$, an electron goes from $E$ to $E'=E+\varepsilon$. Write $f$ and $f'$ for the Fermi functions at these energies. Detailed balance gives $f'(1-f)=e^{-\varepsilon/kT_e}f(1-f')$. Therefore

$$f-f'=f(1-f')-f'(1-f)=f(1-f')(1-e^{-\varepsilon/kT_e}).$$

Since $\int(f-f')\,dE=\varepsilon$, the absorption integral is

$$\int f(1-f')\,dE=\frac{\varepsilon}{1-e^{-\varepsilon/kT_e}}=\varepsilon[1+n_e],\qquad n_e=\frac1{e^{\varepsilon/kT_e}-1},$$

and the emission integral is $\varepsilon n_e$. This treats the electronic density of states $\rho$, per spin and site, as constant. With magnon occupation $n_m$, net absorption is proportional to

$$\varepsilon[n_m(1+n_e)-(1+n_m)n_e]=\varepsilon(n_m-n_e).$$

The golden-rule factor is $(2\pi/\hbar)(j/2)^2(2S)\rho^2=\pi S(j\rho)^2/\hbar$. The factor $1/2$ comes from the flip part $(j/2)(S^+s^-+S^-s^+)$ of the exchange.

For small $\Delta T$, with $x=\varepsilon/kT$,

$$\varepsilon\frac{\partial n}{\partial T}=k\,\frac{x^2e^x}{(e^x-1)^2}=kF(x),\qquad F(x)=\frac{(x/2)^2}{\sinh^2(x/2)}.$$

Absorbed $\beta$ magnons deliver $+\hbar$ and $\alpha$ magnons $-\hbar$. Per pair of interface spins, the rate of transfer in units of $\hbar$ is

$$I_s=P\,\Delta T\left\langle W_\beta F\!\left(\frac{\varepsilon_k-h}{kT}\right)-W_\alpha F\!\left(\frac{\varepsilon_k+h}{kT}\right)\right\rangle,\qquad P=\frac{\pi S(j\rho)^2k}{\hbar}.$$

The brackets average over the magnetic Brillouin zone. This uses the bulk magnon spectrum at the interface and neglects spin accumulation in the metal.

## Weighing the branches

**Zero field, equal coupling.** Set $\eta_A=\eta_B=1$. Then $W_\alpha=W_\beta=A/\varepsilon_k$, the energies coincide, and the two terms cancel at each $k$. Magnons still cross the interface; their spins cancel.

**Small field, equal coupling.** For $h\ll kT$, the constant terms cancel and the first-order terms add:

$$F(x-h/kT)-F(x+h/kT)=-2\frac{h}{kT}F'(x)+O(h^3),$$

$$I_s\simeq P\,\Delta T\,\frac{2h}{kT}\left\langle\frac{A}{\varepsilon_k}[-F'(\varepsilon_k/kT)]\right\rangle .$$

Differentiation gives $F'(x)=F(x)[2/x-\coth(x/2)]$. This is negative for $x>0$, because $\tanh y<y$ for $y=x/2>0$. The coefficient is thus positive: with hotter magnons and positive field, the lowered $\beta$ branch wins and spin along the field enters the metal.

**No temperature difference.** Each branch has $n_m=n_e$, so the current vanishes even in a field. Equilibrium magnetization alone does not drive this signal.

**Hot and cold limits.** Expansion at small $x$ gives $F\simeq1-x^2/12$, hence $-F'\simeq x/6$. The formal limit of $kT$ above the whole magnon band is

$$\frac{I_s}{P\,\Delta T}\to\frac{2h}{kT}\left\langle\frac{A}{\varepsilon_k}\frac{\varepsilon_k}{6kT}\right\rangle=\frac{Ah}{3(kT)^2}.$$

Classical branches both have $F=1$ and, at equal coupling, cancel again. In linear spin-wave theory, the signal linear in field at equal coupling therefore needs unequal quantum freezing of the two branches. Beyond that theory, hot spins magnetized by the field add a contribution of opposite sign, and the slope can become negative. For $kT$ well below the gap, $F\simeq x^2e^{-x}$ and $-F'\simeq x^2e^{-x}$ to leading order, so the slope is exponentially small. Within linear spin-wave theory it must therefore pass through a maximum between the limits, at fixed $\Delta T$, $j$ and $\rho$. The hot limit is formal because spin-wave theory fails near the ordering temperature.

**Unequal coupling.** At zero field,

$$I_s(0)=P\,\Delta T(\eta_B^2-\eta_A^2)\langle F(\varepsilon_k/kT)\rangle .$$

Reversing the Néel vector exchanges the roles of $\eta_A$ and $\eta_B$, so this offset changes sign. The term linear in $h$ contains $W_\alpha+W_\beta=(\eta_A^2+\eta_B^2)A/\varepsilon_k$ and does not change sign. Equal areas of opposite domains cancel the offset but add their linear signals.

An exact diagonalization of a ring of four spins with $S=1$ tests these statements without spin waves. In units of $J$, it used $K=0.3$, a staggered field $0.2$ to select the Néel state, and magnet and electron temperatures $0.6$ and $0.5$. With the golden-rule prefactor omitted, equal coupling gave $1\times10^{-16}$ at $h=0$, which is rounding error, and $1.94\times10^{-3}$ at $h=0.01$. Couplings $\eta_A=1$, $\eta_B=0.5$ gave $-5.48\times10^{-2}$ at $h=0$.

## A compensated face in numbers

Take rough parameters in the regime of MnF$_2$: $S=5/2$, $z_n=8$, $J=0.30$ meV, $d=0.10$ meV and $g=2$. Then $B=8(0.30)(2.5)=6.00$ meV and $A=6.10$ meV. At $\gamma_k=1$ the zero-field gap is

$$\sqrt{A^2-B^2}=\sqrt{d(d+2B)}=\sqrt{0.10\times12.10}=1.10\ \text{meV}.$$

The metal sits on a (110) face, which contains equal numbers of A and B sites; a (001) plane contains one sublattice. The field lies along the in-plane $c$ axis. With $a=0.49$ nm and $c=0.33$ nm, the area per pair is $\sqrt2\,ac=0.229$ nm$^2$.

Choose $T=15$ K, $\Delta T=10$ mK, $j=10$ meV and $\rho=1$ per eV, so $j\rho=0.01$ and $P=1.03\times10^8$ s$^{-1}$K$^{-1}$. One transferred $\hbar$ flips one electron and changes the spin-up minus spin-down count by two. The equivalent current density is thus $2eI_s/\text{area}$, and a thermal average of one corresponds to $1.44\times10^6$ A/m$^2$.

At zero field each branch has average $0.3056$. Their currents are $+4.40\times10^5$ and $-4.40\times10^5$ A/m$^2$, with zero sum. At 1 T, $h=0.116$ meV and $h/kT=0.090$. The averages become $0.3200$ for $\beta$ and $0.2916$ for $\alpha$, giving

$$(0.3200-0.2916)(1.44\times10^6)\simeq4.1\times10^4\ \text{A/m}^2.$$

The slope is therefore $4.1\times10^4$ A/m$^2$ per tesla, or $4.1$ A/cm$^2$ per tesla. The net signal at 1 T is about 9% of either zero-field branch current.

At 8 T the full expression lies only $0.03\%$ below the linear law, although $h/kT$ is then about $0.7$. The cubic term is proportional to $-F'''$, which is negative at small $x$ and positive at large $x$. At 8 T the parts of the band with positive and negative $-F'''$ change the signal by about $+0.46\%$ and $-0.50\%$, which nearly cancel. Such a wide linear range should not be assumed at other temperatures: at 5 K and 8 T the full expression lies about 14% above the linear law.

With the other settings fixed, the slopes at 5, 10, 15 and 25 K are $0.41$, $2.3$, $4.1$ and $3.8$ in units of $10^4$ A/m$^2$ per tesla. These linear spin-wave values show the rise from thermal excitation and the start of the fall towards classical cancellation. Magnon interactions strengthen the fall: a mean-field estimate lowers the 25 K value by about a quarter.

## Weighing what was left out

**Spin flop.** For a spin pointing at angle $\theta$ to the easy axis, $\langle(S^z)^2\rangle=S/2+S(S-\tfrac12)\cos^2\theta$. With the constant dropped, the anisotropy energy divided by $S$ is therefore $-K(S-\tfrac12)\cos^2\theta=-(d/2)\cos^2\theta$ per spin. In the energy per pair of such product states, divided by $S$, the collinear state has $-B-d$. Two spins tilted by $\pm\theta$ from the field have $(2B-d)\cos^2\theta-2h\cos\theta-B$, whose minimum is $-B-h^2/(2B-d)$. Equality gives $h_{\rm sf}=\sqrt{d(2B-d)}$, or $9.4$ T here. The two-branch result applies below this field, which is a bulk, zero-temperature value. A thin film can lose the collinear state somewhat earlier: in the 16-layer slab considered below, the lowest magnon gap closes at about $9.3$ T.

**Interface imbalance.** Let $(\eta_A^2-\eta_B^2)/(\eta_A^2+\eta_B^2)=0.01$ at fixed $\eta_A^2+\eta_B^2=2$. The zero-field current of one domain is then $-7.3\times10^3$ A/m$^2$, as large as the linear signal at $0.18$ T. A small residual signal at zero field can therefore come from a slight imbalance.

**Free surface.** In a 16-layer slab whose surface spins lack two of eight neighbours, the slope evaluated at the outermost layer is $1.45$ times the bulk value. This is the largest correction to the slope among those computed.

**Smaller terms.** If the thermal spin deviations of the two sublattices are held equal and the interface coupling is left unchanged, a mean-field estimate of magnon interactions raises the slope by about 1%. In a positive field, however, B has more deviations than A. This narrows the branch splitting and weakens the coupling of B. With the unequal deviations and the weakened coupling of both sublattices included, the slope at 15 K falls by about 5%. This counts thermal deviations only, with zero-point effects taken as absorbed in $J$, $d$ and $j$; counting them explicitly gives about 8%. With the thermal deviations included, the departure from linearity at 8 T grows from $0.03\%$ to about 1%. The ratio of interface to metal spin conductance is about $2\times10^{-4}$ for a rough platinum-like metal with conductivity $5\times10^6$ S/m and spin length $1.5$ nm, so backflow is small here.

**Dipolar coupling.** This term is not a small correction. 
The dipolar energy scale is $0.085$ meV. This is only 8% of the gap, but the gap is enhanced by exchange, and the fair comparison is with $d$. Summed over the lattice in the Néel state, dipolar coupling gives an easy-axis anisotropy of about $0.10$ meV, as large as $d$ itself. Here $d$ should therefore be read as an effective value that already includes it. The part that depends on wavevector can also mix the branches; its effect on the slope was not computed.

**The real case.** The gap of about 1 meV and spin-flop field of about 9 T are close to the rough values for MnF$_2$. The mean-field ordering temperature, 81 K, is above the real value of roughly 70 K. The values of $\Delta T$ and $j\rho$ are chosen, not known for a particular device, and the current scales as $\Delta T(j\rho)^2$; its absolute size is illustrative. A sensitive assumption in a real device is $\eta_A=\eta_B$. The fluorine surroundings of the two sublattices are oriented differently relative to a (110) face, so equal site counts do not guarantee equal couplings. They also permit further-neighbour exchange that splits the branches without a field, an effect omitted here. A 1% imbalance shifts the 1 T signal of a single domain by 18%. Bulk magnon transport and the metal's ordinary Nernst voltage, also linear in field, were not computed and must be separated from this interface contribution in a measurement.

## Computed results

```
spin 2.5, neighbours 8, g factor 2.0
exchange J = 0.30 meV, anisotropy d = 0.10 meV
B = zJS = 6.00 meV, A = zJS + d = 6.10 meV
lattice a = 0.49 nm, c = 0.33 nm; area per pair = 0.2287 nm2
temperature = 15.0 K, kT = 1.2926 meV, difference = 10 mK
interface exchange = 10.0 meV, metal states = 1.0 per eV
product j rho = 0.010; prefactor P = 1.0282e+08 per s per K
magnon gap = 1.1000 meV, band top = 6.10 meV
Zeeman energy at 1 T = 0.11577 meV, over kT = 0.0896
mean-field ordering temperature = 81.2 K
sites A,B in sampled (110) plane: [64, 64]; (001) plane: [64, 0]
conversion: average of 1 gives 1.4408e+06 A/m2
0 T: beta average 0.305569, alpha 0.305569, net 0.000000
0 T: beta +440271.92, alpha -440271.92 A/m2
1 T: beta average 0.319995, alpha 0.291606, net 0.028389
1 T: beta +461058.17, alpha -420154.81 A/m2
slope of average = 0.245222 per meV = 0.028389 per T
MAIN RESULT: spin-current slope = 40903.409 A/m2 per T
MAIN RESULT converted = 4.0903e+00 A/cm2 per T
1 T: current 40903.360 A/m2, linear law 40903.409, excess -0.000 %
2 T: current 81806.358 A/m2, linear law 81806.819, excess -0.001 %
4 T: current 163607.926 A/m2, linear law 163613.637, excess -0.003 %
8 T: current 327117.282 A/m2, linear law 327227.274, excess -0.034 %
slope at 5 K = 4065.355 A/m2 per T
slope at 10 K = 23266.948 A/m2 per T
slope at 15 K = 40903.409 A/m2 per T
slope at 25 K = 38126.519 A/m2 per T
imbalance (etaA2-etaB2)/(etaA2+etaB2) = 0.01
its zero-field current = -7317.456 A/m2
field giving an equal linear signal = 0.1789 T
spin-flop field = 9.423 T, beta softening = 9.502 T
free-surface slope / bulk slope = 1.450
mid-slab slope / bulk slope = 1.0000
thermal spin deviation per site = 0.02659
thermal exchange reduction = 0.519 %
change of slope by magnon interactions = 0.94 %
dipolar energy scale = 0.0851 meV, over gap = 0.0774
rough metal: conductivity 5.0e+06 S/m, spin length 1.5 nm
backflow ratio interface/metal conductance = 1.747e-04
spin-wave against exact pairs: errors 0.22 %, 0.03 %
exact ring: current 1.2e-16 at h=0, 1.9403e-03 at h=0.01 (units of J)
exact ring, unequal coupling, h=0: -5.4831e-02 (units of J)
```
